# Soft-photon decoherence of scattered charges and its infrared power law

Suppose that a charge scatters into a superposition of two momenta, and that the interference between them is computed from the product \(S_bS_{b'}^*\) of the two hard amplitudes. This treats the charge as if it were in a pure state after the collision. It is not: each outgoing momentum comes with its own radiation field, and photons too soft to be observed keep a record of which momentum was taken. Soft-photon sums for the probabilities \(|S_b|^2\) do not show this error, because they concern diagonal elements alone. The theorem below gives the missing factor for the off-diagonal elements.

## Setting and assumptions

Units are \(\hbar=c=1\) with \(e^2=4\pi\alpha\); energies in the example are in eV. Charges are \(Q_i\) in units of \(e>0\), velocities are \(\mathbf v_i\), and a photon has \(\mathbf k=\omega\mathbf n\) with two real transverse polarization vectors \(\mathbf e_r\).

1. One incoming momentum configuration \(a\), with no soft photons, goes over into hard configurations \(b\) with amplitudes \(S_b\). These contain the physics above an energy \(\epsilon\) and do not depend on the lower cutoff \(\lambda\). No photon above \(\epsilon\) is present in the final states considered.
2. Photons with \(\lambda<\omega<\epsilon\) are not observed.
3. All charges are massive. The energy \(\epsilon\) is far below the hard energies and momenta and below the inverse collision time, so recoil from soft photons is neglected.
4. The coupling is kept at leading order in \(\omega\).

Assumption 4 makes each charge a classical current. For a charged fermion leaving with four-momentum \(p\) after emitting a photon \(k\), the propagator denominator is \((p+k)^2-m^2=2p\cdot k\). The numerator is \(\bar u\,\gamma\!\cdot\! e_r(\gamma\!\cdot\! p+\gamma\!\cdot\! k+m)=\bar u\,(2p\cdot e_r+\gamma\!\cdot\! e_r\,\gamma\!\cdot\! k)\). The last term has one more power of \(\omega\) and is dropped. What remains, \(p\cdot e_r/p\cdot k\), depends on the velocity and not on the spin. The soft interaction is therefore

\[
H_I(t)=-e\sum_iQ_i\,\mathbf v_i\cdot\mathbf A(\mathbf x_i(t),t),
\]

with incoming velocities for \(t<0\) and outgoing ones for \(t>0\). Define

\[
\mathbf V_b(\mathbf n)=\sum_{i\in b}\frac{Q_i\mathbf v_i}{1-\mathbf n\cdot\mathbf v_i},
\]

and \(\mathbf V_a\) in the same way. The subscript \(\perp\) denotes the part orthogonal to \(\mathbf n\).

**Theorem.** Under these assumptions the reduced density matrix of the hard particles satisfies

\[
|\rho_{bb'}|=|S_bS_{b'}^*|\left(\frac{\lambda}{\epsilon}\right)^{\Gamma_{bb'}},\qquad
\Gamma_{bb'}=\frac{\alpha}{8\pi^2}\int d\Omega\,|\mathbf V_{b\perp}-\mathbf V_{b'\perp}|^2 .
\]

The exponent is zero if and only if \(b\) and \(b'\) carry the same total charge at every velocity. Otherwise \(\rho_{bb'}\to0\) as \(\lambda\to0\).

## Lemma 1: the photon state left by a collision

Expand the field with \([a_r(\mathbf k),a_s^\dagger(\mathbf k')]=\delta_{rs}\delta^3(\mathbf k-\mathbf k')\):

\[
\mathbf A=\sum_r\int\frac{d^3k}{\sqrt{2\omega(2\pi)^3}}\,\mathbf e_r\left[a_r(\mathbf k)e^{i\mathbf k\cdot\mathbf x-i\omega t}+\text{h.c.}\right].
\]

Each mode then has an interaction of the form \(-(s\,a^\dagger+s^*a)\), where

\[
s(t)=\frac{e}{\sqrt{2\omega(2\pi)^3}}\sum_iQ_i\,\mathbf e_r\cdot\mathbf v_i\,e^{i\omega(1-\mathbf n\cdot\mathbf v_i)t}.
\]

Here \(\mathbf x_i=\mathbf v_it\); displacements of order \(R\) in the collision region change phases by order \(\omega R\), which is neglected.

**Claim.** The vacuum evolves into a phase times a coherent state with amplitude

\[
f_b=-\frac{e}{\sqrt{2\omega^3(2\pi)^3}}\;\mathbf e_r\cdot(\mathbf V_b-\mathbf V_a).
\]

**Proof.** Treat one mode in discrete normalization and try \(\psi=e^{i\varphi}e^{-|g|^2/2}e^{ga^\dagger}|0\rangle\). Since \(a\psi=g\psi\), the equation \(\dot\psi=i(sa^\dagger+s^*a)\psi\) becomes

\[
i\dot\varphi-\tfrac12(\dot gg^*+g\dot g^*)+\dot ga^\dagger=isa^\dagger+is^*g
\]

acting on \(\psi\). The terms with \(a^\dagger\) give \(\dot g=is\). The rest gives

\[
i\dot\varphi=is^*g+\tfrac12(isg^*-is^*g)=i\,\mathrm{Re}(s^*g),
\]

so \(\varphi\) is real, as required. The final amplitude is \(f=i\int s\,dt\). With the coupling switched by \(e^{-\eta|t|}\) and \(\kappa=\omega(1-\mathbf n\cdot\mathbf v)>0\),

\[
\int_0^\infty e^{i\kappa t-\eta t}dt=\frac1{\eta-i\kappa}\to\frac i\kappa,\qquad
\int_{-\infty}^0e^{i\kappa t+\eta t}dt=\frac1{\eta+i\kappa}\to-\frac i\kappa .
\]

Outgoing charges thus enter with \(i\cdot i=-1\) and incoming ones with \(+1\), which is the claim. \(\square\)

The final state is \(\sum_bS_be^{i\varphi_b}|b\rangle\otimes|f_b\rangle\), where \(\varphi_b\) collects the phases of all modes and the Coulomb phases between charges. These may diverge as \(\lambda\to0\), but they have unit modulus. This is why the theorem is stated for \(|\rho_{bb'}|\).

## Lemma 2: the partial trace and the power law

Tracing over the photons gives \(\rho_{bb'}=S_bS_{b'}^*e^{i(\varphi_b-\varphi_{b'})}\langle f_{b'}|f_b\rangle\). For one mode,

\[
\langle f_{b'}|f_b\rangle=e^{-\frac12|f_b|^2-\frac12|f_{b'}|^2+f_{b'}^*f_b},\qquad
|\langle f_{b'}|f_b\rangle|=e^{-\frac12|f_b-f_{b'}|^2},
\]

because \(|f_b-f_{b'}|^2=|f_b|^2+|f_{b'}|^2-2\,\mathrm{Re}f_{b'}^*f_b\). In the difference \(f_b-f_{b'}\) the incoming term \(\mathbf V_a\) cancels. With \(d^3k=\omega^2d\omega\,d\Omega\), the product over modes has the exponent

\[
\frac12\sum_r\int d^3k\,|f_b-f_{b'}|^2
=\frac12\,\frac{e^2}{2(2\pi)^3}\int_\lambda^\epsilon\frac{d\omega}{\omega}\int d\Omega\,|\mathbf V_{b\perp}-\mathbf V_{b'\perp}|^2 .
\]

The prefactor is \(e^2/(32\pi^3)=\alpha/(8\pi^2)\), so the exponent equals \(\Gamma_{bb'}\ln(\epsilon/\lambda)\). This proves the first part of the theorem. The logarithm, and with it the power law, comes from equal contributions of equal intervals of \(\ln\omega\). \(\square\)

**Remark: virtual and real photons.** The amplitude for emitting no soft photon is \(e^{-\frac12\int|f_b|^2}=(\lambda/\epsilon)^{\Gamma_{ba}}\), where \(\Gamma_{ba}\) is the same integral with \(\mathbf V_b-\mathbf V_a\). The sum over emitted photons multiplies the density matrix element by

\[
\sum_N\frac1{N!}\Big(\sum_r\int d^3k\,f_{b'}^*f_b\Big)^N=\left(\frac\epsilon\lambda\right)^X,
\]

\[
X=\frac{\alpha}{4\pi^2}\int d\Omega\,(\mathbf V_b-\mathbf V_a)_\perp\cdot(\mathbf V_{b'}-\mathbf V_a)_\perp .
\]

Hence \(\Gamma_{bb'}=\Gamma_{ba}+\Gamma_{b'a}-X\). On the diagonal \(X=2\Gamma_{ba}\), and the cutoff cancels from the probability. Off the diagonal the cancellation is incomplete unless the soft currents agree.

## Lemma 3: the exponent in closed form

List all charges of \(b\) with \(c_i=Q_i\) and all charges of \(b'\) with \(c_i=-Q_i\). Charge conservation gives \(\sum_ic_i=0\). Let \(w_{ij}\) be the relative rapidity, \(\cosh w_{ij}=\gamma_i\gamma_j(1-\mathbf v_i\cdot\mathbf v_j)\). Then

\[
\Gamma_{bb'}=-\frac\alpha{2\pi}\sum_{ij}c_ic_j\,w_{ij}\coth w_{ij},
\]

where \(w\coth w=1\) at \(w=0\).

**Proof.** Write \(\Delta\mathbf V=\mathbf V_b-\mathbf V_{b'}\) and \(D_i=1-\mathbf n\cdot\mathbf v_i\). Then

\[
\mathbf n\cdot\Delta\mathbf V=\sum_ic_i\frac{1-D_i}{D_i}=\sum_i\frac{c_i}{D_i}-\sum_ic_i=\sum_i\frac{c_i}{D_i},
\]

\[
|\Delta\mathbf V_\perp|^2=|\Delta\mathbf V|^2-(\mathbf n\cdot\Delta\mathbf V)^2=-\sum_{ij}c_ic_j\frac{1-\mathbf v_i\cdot\mathbf v_j}{D_iD_j}.
\]

For the angular integral use \(1/(D_iD_j)=\int_0^1dx\,[xD_i+(1-x)D_j]^{-2}\). The bracket is \(1-\mathbf n\cdot\mathbf u\) with \(\mathbf u=x\mathbf v_i+(1-x)\mathbf v_j\), and \(\int d\Omega\,(1-\mathbf n\cdot\mathbf u)^{-2}=4\pi/(1-u^2)\). Furthermore,

\[
1-u^2=\frac{x^2}{\gamma_i^2}+\frac{(1-x)^2}{\gamma_j^2}+\frac{2x(1-x)\cosh w_{ij}}{\gamma_i\gamma_j}.
\]

Substitute \(x/(1-x)=y\gamma_i/\gamma_j\), so that \(dx=(1-x)^2(\gamma_i/\gamma_j)\,dy\):

\[
\int_0^1\frac{dx}{1-u^2}=\gamma_i\gamma_j\int_0^\infty\frac{dy}{y^2+2y\cosh w_{ij}+1}
=\frac{\gamma_i\gamma_j}{2\sinh w_{ij}}\left[\ln\frac{y+e^{-w_{ij}}}{y+e^{w_{ij}}}\right]_0^\infty .
\]

The bracket equals \(2w_{ij}\). Multiplication by \(1-\mathbf v_i\cdot\mathbf v_j=\cosh w_{ij}/(\gamma_i\gamma_j)\) gives \(w_{ij}\coth w_{ij}\), and \(\alpha/(8\pi^2)\cdot4\pi=\alpha/(2\pi)\). \(\square\)

**One charge with \(|Q|=1\).** The two diagonal terms contribute \(2\) to the double sum and the two cross terms \(-2w\coth w\), so

\[
\Gamma=\frac\alpha\pi(w\coth w-1).
\]

For slow charges \(w\simeq|\Delta\mathbf v|\) and \(w\coth w-1\simeq w^2/3\), hence \(\Gamma\simeq\alpha|\Delta\mathbf v|^2/(3\pi)\).

For elastic scattering in a static potential, both final momenta have magnitude \(p\) and differ in direction by an angle \(\theta\). With \(q^2=|\mathbf p_b-\mathbf p_{b'}|^2=2p^2(1-\cos\theta)\),

\[
\cosh w=\frac{m^2+p^2-p^2\cos\theta}{m^2}=1+\frac{q^2}{2m^2}.
\]

If \(q\gg m\), then \(w\simeq\ln(q^2/m^2)\) and \(\coth w\simeq1\), so \(\Gamma\simeq(\alpha/\pi)[\ln(q^2/m^2)-1]\). At fixed \(q\) this grows without bound as \(m\to0\), so the result cannot be carried over to massless charges.

## Lemma 4: when the exponent vanishes

If the charge at each velocity agrees, \(\Delta\mathbf V=0\) and \(\Gamma=0\). For the converse, combine charges of equal velocity, so that the \(\mathbf v_i\) are distinct and \(c_i\) is the net difference at \(\mathbf v_i\). It must be shown that \(\Gamma=0\) forces every \(c_i=0\).

**Proof.** The integrand of \(\Gamma\) is continuous and non-negative, so \(\Gamma=0\) requires \(\Delta\mathbf V_\perp(\mathbf n)=0\) for all \(\mathbf n\). On the unit sphere define

\[
F(\mathbf n)=\sum_ic_i\ln(1-\mathbf n\cdot\mathbf v_i).
\]

A tangential step \(\delta\mathbf n\) changes \(F\) by \(-\sum_ic_i\mathbf v_i\cdot\delta\mathbf n/D_i\). Thus \(\nabla F=-\Delta\mathbf V_\perp=0\), and \(F\) is constant. Its Laplacian on the sphere therefore vanishes. For one term, put the axis along \(\mathbf v\) and let \(\mu=\cos\vartheta\):

\[
\frac{d}{d\mu}\left[(1-\mu^2)\frac{-v}{1-v\mu}\right]
=\frac{2v\mu(1-v\mu)-v^2(1-\mu^2)}{(1-v\mu)^2}
=\frac{1-v^2}{(1-v\mu)^2}-1 .
\]

The last step uses \(2v\mu-v^2\mu^2-v^2=(1-v^2)-(1-v\mu)^2\). Consequently

\[
\sum_ic_i\left[\frac{1-v_i^2}{(1-\mathbf n\cdot\mathbf v_i)^2}-1\right]=0\quad\text{for all }\mathbf n.
\]

Choose a plane in which the projections of the velocities are distinct, and nonzero for every moving charge. This excludes finitely many directions of the plane's normal: those along some \(\mathbf v_i-\mathbf v_j\) or some \(\mathbf v_i\). On the great circle in this plane, \(\mathbf n\cdot\mathbf v_i=u_i\cos(\chi-\chi_i)\) with \(0<u_i<1\) for moving charges. Continue the identity to complex \(\chi\). The \(i\)th term has a double pole at \(\chi=\chi_i+i\,\mathrm{arcosh}(1/u_i)\), since the denominator \(1-u_i\cos(\chi-\chi_i)\) has a simple zero there. Different pairs \((u_i,\chi_i)\) have different poles in the upper half-plane, so no other term can cancel it. Therefore \(c_i=0\) for each moving charge. At most a charge at rest is left, and \(\sum_ic_i=0\) removes it. \(\square\)

This completes the proof of the theorem.

## What the theorem does and does not say

**Equal currents do not require equal momenta.** Let an electron and a muon leave a static potential at the same speed \(0.60c\), the electron along \(x\) and the muon along \(z\), or with these directions exchanged. The energy is the same in both states. The total momenta differ by about \(111.5\ \mathrm{MeV}/c\), which the potential takes up. Both states have one charge \(-1\) at each of the two velocities, so \(\Gamma=0\) and soft photons do not suppress their coherence. If the electron alone is reversed from \(x\) to \(-x\), then \(\Gamma=0.001327\).

**The limit is not uniform.** For one charge in a static potential, each element between two fixed, different momenta vanishes as \(\lambda\to0\), and the momentum density matrix becomes diagonal. At finite \(\lambda\), neighbouring momenta stay coherent. Setting \(\Gamma\ln(\epsilon/\lambda)=1\) with \(\Gamma\simeq\alpha w^2/(3\pi)\) gives the coherence width

\[
w\simeq\sqrt{\frac{3\pi}{\alpha\ln(\epsilon/\lambda)}} .
\]

This holds when the result is small, that is, for \(\ln(\epsilon/\lambda)\gg3\pi/\alpha\simeq1292\).

**The initial state matters.** If the incoming state is itself a superposition of undressed configurations \(a\) and \(a'\), Lemma 1 puts \(\mathbf V_b-\mathbf V_a-\mathbf V_{b'}+\mathbf V_{a'}\) into the interference term, and the incoming currents no longer cancel. For a single \(a\), a common displacement of the initial photon vacuum adds the same amplitude to \(f_b\) and \(f_{b'}\) and leaves the modulus unchanged. What is counted as part of the particle also matters. At a time \(T\) after the collision, the field bound to the outgoing charge is the term proportional to \(e^{i\kappa T}\); removing it leaves \(f_b\) of Lemma 1, and the theorem applies unchanged. If instead the whole \(\mathbf V_b\) term of \(f_b\) is assigned to the observed particle, only the common term \(\mathbf V_a\) is traced out. That is a different partial trace, to which the theorem does not apply.

**The upper energy must be soft.** For trajectories whose velocity turns smoothly as \(\tfrac12[1+\tanh(t/\tau)]\), with the velocities of the example below, the local exponent \(-d\ln|\rho_{bb'}|/d\ln(1/\lambda)\) at \(\lambda=\omega\) was computed from the full time integral. Its ratio to \(\Gamma\) is \(0.994\) at \(\omega\tau=0.1\), \(0.64\) at \(\omega\tau=1\) and \(0.03\) at \(\omega\tau=5\). The asymptotic velocities fix the exponent for \(\omega\tau\ll1\), but not for photons that resolve the collision.

## An electron scattered into two directions

An electron of momentum \(1\,mc\) enters along \(z\) and leaves a static short-range potential in a superposition of two directions, \(45^\circ\) on either side of \(z\). Its speed is \(0.7071c\), so \(\gamma^2=2\). The outgoing velocities are orthogonal, hence

\[
\cosh w=2(1-0)=2,\qquad w=1.3170,\qquad w\coth w=1.5207,
\]

\[
\Gamma=\frac{0.00729735}{\pi}\times0.5207=0.001209 .
\]

Direct integration over photon directions and polarizations gives the same value. The remark after Lemma 2 splits it as \(0.000418+0.000418-(-0.000374)\), up to rounding. Here \(X\) is negative: the two outgoing states radiate, on balance, with opposite sign, and the sum over emitted photons reduces the coherence further.

Take \(\epsilon=1\ \mathrm{eV}\). To set \(\lambda\), let the outgoing coupling in Lemma 1 fade gradually as \(e^{-t/T}\) with \(T=1\ \mathrm s\). The outgoing time integral is then \(1/(1/T-i\kappa)\). For \(\kappa T\gg1\) this is \(i/\kappa\), as in Lemma 1; for \(\kappa T\ll1\) it is about \(T\), so these modes add nothing to the logarithm. The gradual fading matters. An integral cut off sharply at \(T\) would be \((i/\kappa)(1-e^{i\kappa T})\), whose second term describes the field still bound to the charge. Tracing out that field as well would raise the coefficient of the logarithm from \(0.001209\) to about \(0.00235\). The estimate here uses the fading model, which is a device for choosing \(\lambda\) and not a property of a real charge. If the bound field is instead subtracted exactly at time \(T\), every mode keeps the amplitude \(f_b\), also for \(\kappa T\ll1\), and \(T\) sets no lower cutoff. At this speed \(\kappa\) is of order \(\omega\), and \(\hbar/T=6.58\times10^{-16}\ \mathrm{eV}\) serves as an order-of-magnitude choice of \(\lambda\). Then \(\ln(\epsilon/\lambda)=34.96\), and the coherence factor is

\[
e^{-0.001209\times34.96}=0.959 .
\]

The rough choice of \(\lambda\) matters little: a further factor of ten changes the result by \(0.3\%\) of its value. One second is far beyond a laboratory flight, since the electron covers \(2\times10^8\ \mathrm m\) in it; a path of \(1\ \mathrm m\), \(T\simeq4.7\times10^{-9}\ \mathrm s\), gives \(0.981\). To halve the coherence, \(\epsilon/\lambda\) would have to span \(\log_{10}2/\Gamma\simeq249\) decades. The limit \(\lambda\to0\) is thus a statement of principle at this momentum. The table gives other momenta at the same angle and the same values of \(\epsilon\) and \(\lambda\). For \(p\gg mc\), \(\kappa\) is far below \(\omega\) near the direction of flight, so this \(\lambda\) then corresponds to a longer time: about \(10\ \mathrm s\) at \(p=10\,mc\) and about \(900\ \mathrm s\) at \(p=1000\,mc\). With \(T=1\ \mathrm s\) the fading model gives the factors \(0.72\) and \(0.41\) at these momenta.

| \(p/(mc)\) | \(\Gamma\) | coherence factor | decades to halve |
|---|---|---|---|
| 0.1 | 0.0000154 | 0.9995 | 19498 |
| 10 | 0.01001 | 0.705 | 30.1 |
| 1000 | 0.03138 | 0.334 | 9.6 |

The slow electron keeps nearly all its coherence, since \(\Gamma\) falls as the square of the velocity difference. At \(p=1000\,mc\) the logarithmic limit of Lemma 3 reproduces \(\Gamma\) to the digits shown, and two thirds of the coherence is lost within about 15 decades of photon energy. The numerical output below also contains a check of Lemmas 1 and 2 on a single driven mode, with the partial trace taken explicitly.

## Values computed for the example and the checks

```
alpha = 0.007297353 (dimensionless)
electron momentum = 1.0 mc; speed = 0.707107 c
angle between outgoing directions = 90.0 deg
cosh w = 2.000000; w = 1.316958
w coth w = 1.520692
Gamma, closed form = 0.001209473
Gamma, angular quadrature = 0.001209473
no-emission exponent Gamma_ba = 0.000417671
no-emission exponent Gamma_b'a = 0.000417671
real-emission interference X = -0.000374132
upper energy eps = 1.0 eV; duration T = 1.0 s
lower cutoff hbar/T = 6.582120e-16 eV
ln(eps/lam) = 34.9570; decades = 15.1816
remaining coherence factor = 0.958602
decades to halve coherence = 248.89
3 pi/alpha = 1291.53 (scale for ln(eps/lam))
same angle: p/(mc), Gamma, coherence factor, halving decades
      0.1 0.00001544 0.999460 19497.79
      1.0 0.00120947 0.958602 248.89
     10.0 0.01000788 0.704797 30.08
   1000.0 0.03137818 0.333909 9.59
fast-limit formula at p = 1000 mc: Gamma = 0.03137817
slow test, speeds 0.01 c: quadrature = 1.548655e-07
slow test, limiting formula = 1.548546e-07
smooth collision: omega*tau, local exponent, ratio to Gamma
  0.001 0.001209473 0.999999
  0.100 0.001202324 0.994089
  1.000 0.000777041 0.642462
  5.000 0.000039466 0.032631
one-mode coupling = 0.80; switching rate = 0.02 omega
one-mode coherence, Fock evolution = 0.674186
one-mode coherence, displacement formula = 0.673638
six-charge test: closed Gamma = 0.003698176
six-charge test: quadrature Gamma = 0.003698176
lowest neutral-form eigenvalue = 1.378743e-02 (dimensionless)
electron and muon speeds = 0.60 c
exchanged directions: Gamma = 0.00e+00
exchanged directions: momentum change = 111.5256 MeV/c
electron reversed only: Gamma = 0.001326640
```
